\section*{Rotation centres and band labels at K in transition-metal dichalcogenide monolayers}

Suppose the Bloch functions of a monolayer such as MoS$_2$ have been computed at the corner K of the Brillouin zone, and the bands are to be labelled by their behaviour under a rotation by $120^\circ$. The calculation must be told where the rotation axis stands: on the metal, on the chalcogen, or in the empty centre of the hexagon. The three choices give different labels. For an optical selection rule within one valley, any choice serves, provided that it is the same for all bands. For scattering between valleys by a defect, the label about the defect's own site is the convenient one, and its value matters. Both statements follow from one identity between rotations about different points.

Let $\mathbf r$ be the position in the plane; the height coordinate is unaffected by the rotations and is not written. The lattice vectors are integer combinations of
\begin{equation}
\mathbf a_1=a(1,0),\qquad \mathbf a_2=a\left(\tfrac12,\tfrac{\sqrt3}{2}\right),
\end{equation}
and they comprise all translations that leave the crystal unchanged. The metal M is at the origin, the chalcogen X projects onto $(\mathbf a_1+\mathbf a_2)/3$, and the hollow H is at $2(\mathbf a_1+\mathbf a_2)/3$. Let $C$ be the matrix of a rotation by $+120^\circ$. Rotation of a function about $\mathbf d$ is defined by
\begin{equation}
(R_{\mathbf d}\psi)(\mathbf r)=\psi\big(\mathbf d+C^{-1}(\mathbf r-\mathbf d)\big).
\end{equation}
A function varying as $e^{im\varphi}$ around $\mathbf d$ becomes $e^{im(\varphi-2\pi/3)}$, so its eigenvalue is $e^{-2\pi im/3}$. Three rotations restore every spinless function, hence each eigenvalue is a cube root of unity and can be written
\begin{equation}
\lambda_{\mathbf d}=e^{-2\pi i\ell_{\mathbf d}/3},\qquad \ell_{\mathbf d}\in\{-1,0,1\}\ \text{modulo }3 .
\end{equation}
For a fixed spin direction along the normal there is a further spin factor. It does not depend on the position of the axis and is omitted.

With the translation $(T(\mathbf L)\psi)(\mathbf r)=\psi(\mathbf r-\mathbf L)$ and $\mathbf L_{\mathbf d}=\mathbf d-C\mathbf d$, rotating about the metal and then translating gives
\begin{align}
(T(\mathbf L_{\mathbf d})R_0\psi)(\mathbf r)
&=(R_0\psi)(\mathbf r-\mathbf L_{\mathbf d})
=\psi\big(C^{-1}\mathbf r-C^{-1}\mathbf d+\mathbf d\big)\nonumber\\
&=(R_{\mathbf d}\psi)(\mathbf r).
\end{align}
Thus $R_{\mathbf d}=T(\mathbf L_{\mathbf d})R_0$ for any point $\mathbf d$. Since $R_0$ is a symmetry of the crystal, $R_{\mathbf d}$ is one if and only if $T(\mathbf L_{\mathbf d})=R_{\mathbf d}R_0^{-1}$ is one, that is, if $\mathbf L_{\mathbf d}$ is a lattice vector.

This condition finds all the centres. Because $1+C+C^2=0$,
\begin{equation}
(1-C)(2+C)=2-C-C^2=3,
\end{equation}
so $\mathbf d=(2+C)\mathbf L_{\mathbf d}/3$. From $C\mathbf a_1=\mathbf a_2-\mathbf a_1$ and $C\mathbf a_2=-\mathbf a_1$, a lattice vector $\mathbf L_{\mathbf d}=n_1\mathbf a_1+n_2\mathbf a_2$ gives
\begin{align}
\mathbf d&=\frac{n_1(\mathbf a_1+\mathbf a_2)+n_2(2\mathbf a_2-\mathbf a_1)}{3}\nonumber\\
&=\frac{(n_1+2n_2)(\mathbf a_1+\mathbf a_2)}{3}-n_2\mathbf a_1 .
\end{align}
Up to a lattice vector, $\mathbf d$ is therefore M, X or H. The midpoint of the projected M--X bond has $\mathbf L_{\mathbf d}=\mathbf a_1/2$ and is not a centre.

Now take Bloch functions at K, with $\psi(\mathbf r+\mathbf L)=e^{i\mathbf K\cdot\mathbf L}\psi(\mathbf r)$ for lattice vectors $\mathbf L$. The reciprocal vectors and the zone corner are
\begin{equation}
\mathbf b_1=\frac{2\pi}{a}\left(1,-\tfrac{1}{\sqrt3}\right),\quad
\mathbf b_2=\frac{2\pi}{a}\left(0,\tfrac{2}{\sqrt3}\right),\quad
\mathbf K=\frac{2\mathbf b_1+\mathbf b_2}{3}=\left(\frac{4\pi}{3a},0\right).
\end{equation}
The rotated function obeys
\begin{equation}
(R_0\psi)(\mathbf r+\mathbf L)=\psi(C^{-1}\mathbf r+C^{-1}\mathbf L)
=e^{i(C\mathbf K)\cdot\mathbf L}(R_0\psi)(\mathbf r),
\end{equation}
where $\mathbf K\cdot C^{-1}\mathbf L=(C\mathbf K)\cdot\mathbf L$. Direct rotation gives
\begin{equation}
C\mathbf K-\mathbf K=\frac{4\pi}{3a}\left(-\tfrac32,\tfrac{\sqrt3}{2}\right)=-\mathbf b_1 ,
\end{equation}
so $e^{i(C\mathbf K)\cdot\mathbf L}=e^{i\mathbf K\cdot\mathbf L}$, and $R_0\psi$ is again a Bloch function at K. On it the translation $T(\mathbf L_{\mathbf d})$ is multiplication by $e^{-i\mathbf K\cdot\mathbf L_{\mathbf d}}$. Hence, on the whole space of Bloch functions at K,
\begin{equation}
R_{\mathbf d}=\chi_{\mathbf d}R_0,\qquad
\chi_{\mathbf d}=e^{-i\mathbf K\cdot(\mathbf d-C\mathbf d)} .
\label{main}
\end{equation}
This is an identity between operators. It makes no reference to a band, an energy or the Hamiltonian, and it holds within a degenerate level as well. For each eigenfunction it reads $\lambda_{\mathbf d}=\chi_{\mathbf d}\lambda_0$ with the same $\chi_{\mathbf d}$, which proves the common phase.

The factor satisfies $\chi_{\mathbf d}^3=1$, because $3\mathbf K=2\mathbf b_1+\mathbf b_2$ is a reciprocal vector. It is also the same for equivalent centres: replacing $\mathbf d$ by $\mathbf d+\mathbf R$ multiplies it by $e^{-i(\mathbf K-C^{-1}\mathbf K)\cdot\mathbf R}$, which is one because $\mathbf K-C^{-1}\mathbf K=-C^{-1}\mathbf b_1$ is a reciprocal vector. For X, $\mathbf L_{\mathbf d}=\mathbf a_1$ and $\mathbf K\cdot\mathbf a_1=4\pi/3$; for H, $\mathbf L_{\mathbf d}=2\mathbf a_1$. Therefore
\begin{align}
\chi_X&=e^{-4\pi i/3}=e^{2\pi i/3}, & \ell_X&=\ell_M-1,\nonumber\\
\chi_H&=e^{-8\pi i/3}=e^{-2\pi i/3}, & \ell_H&=\ell_M+1,
\end{align}
all modulo 3. At $-\mathbf K$ the factors are complex conjugated and both shifts change sign; at the zone centre they are one. A difference of labels is thus independent of the centre when both states lie at the same corner, but not when they lie at different wavevectors.

The labels acquire orbital content through Bloch sums. Let $\phi_m$ have angular momentum $m$ about its own atom at $\boldsymbol\tau$, and let
\begin{equation}
\Phi_{m\boldsymbol\tau}(\mathbf r)=\sum_{\mathbf R}e^{i\mathbf K\cdot\mathbf R}\phi_m(\mathbf r-\boldsymbol\tau-\mathbf R).
\end{equation}
Rotation about $\boldsymbol\tau$ turns the orbital argument into $C^{-1}(\mathbf r-\boldsymbol\tau-C\mathbf R)$ and so yields $e^{-2\pi im/3}\phi_m(\mathbf r-\boldsymbol\tau-C\mathbf R)$. Its coefficient is $e^{i\mathbf K\cdot\mathbf R}=e^{i(C\mathbf K)\cdot(C\mathbf R)}=e^{i\mathbf K\cdot(C\mathbf R)}$, so relabelling $C\mathbf R$ as $\mathbf R$ restores the sum. The eigenvalue about the orbital's own site is $e^{-2\pi im/3}$, and using (\ref{main}) for $\mathbf d$ and for $\boldsymbol\tau$ gives
\begin{equation}
\lambda_{\mathbf d}(m,\boldsymbol\tau)=e^{-2\pi im/3}\,\frac{\chi_{\mathbf d}}{\chi_{\boldsymbol\tau}} .
\end{equation}
About the metal, a metal orbital has label $m$ and a chalcogen orbital has label $m+1$. The metal sum with $m=0$ can therefore mix with the chalcogen $p$ sum with $m=-1$, and the metal sum with $m=2$ (label $-1$) with the chalcogen $p$ sum with $m=1$. Different labels cannot mix, since for a Hamiltonian commuting with $R_{\mathbf d}$ one has $(\lambda'-\lambda)\langle\Phi|H|\Phi'\rangle=0$. Equal labels are necessary for mixing but not sufficient; the parity under reflection in the metal plane must agree too. Exchanging X and H, or K and $-$K, reverses the signs in these assignments, so the orientation of the cell has to be stated with the labels.

Consider next the momentum operators $p_\pm=p_x\pm ip_y$, which govern absorption of circular light and the linear term of a $\mathbf k\cdot\mathbf p$ model. Rotation takes $e^{i\mathbf k\cdot\mathbf r}$ to $e^{i(C\mathbf k)\cdot\mathbf r}$, and $(C\mathbf k)_+=e^{2\pi i/3}k_+$. Comparing the two orders of operation on a plane wave gives $R_0p_+=e^{-2\pi i/3}p_+R_0$. Translations commute with $p_+$, so the same relation holds for every $R_{\mathbf d}$. Since $R_{\mathbf d}$ preserves inner products,
\begin{align}
\langle c|p_+|v\rangle&=\langle R_{\mathbf d}c|R_{\mathbf d}p_+v\rangle
=\lambda_c^*\,e^{-2\pi i/3}\lambda_v\,\langle c|p_+|v\rangle\nonumber\\
&=e^{2\pi i(\ell_c-\ell_v-1)/3}\langle c|p_+|v\rangle .
\end{align}
The element can differ from zero only if $\ell_c-\ell_v=1$ modulo 3. A change of centre inserts $\chi_{\mathbf d}^*\chi_{\mathbf d}=1$. The same cancellation occurs for any probe that commutes with lattice translations, because its own transformation law is then the same about all centres.

For an example, take one electron in a planar crystal with $a=0.32$ nm, with smooth Gaussian cores that repel it: height 6 eV on M, 20 eV on X, and width parameter $w=0.07$ nm for both, the profile being $e^{-r^2/w^2}$ at distance $r$ from the core. These round values give a symmetry model with the length and energy scales of MoS$_2$, not its computed band structure. Diagonalization with 78 plane waves places the second level at K 1.759 eV above the first and the third 4.702 eV above the first. Call the lowest two valence and conduction. Their labels about M are $-1$ and $0$, those of the metal sums with $m=2$ and $m=0$.

The eigenvalues were obtained by evaluating each function at rotated points. For the conduction level the value about M is $1$, and about X it is $-0.500+0.866i=\chi_X$. For the valence level the value about M is $-0.500+0.866i$, and multiplication by $\chi_X$ gives
\begin{equation}
(-0.500+0.866i)^2=0.250-0.750-0.866i=-0.500-0.866i,
\end{equation}
which is the value found about X. The labels of the pair (valence, conduction) are $(-1,0)$ about M, $(1,-1)$ about X and $(0,1)$ about H. Each pair has $\ell_c-\ell_v=1$ modulo 3. About the bond midpoint no constant factor relates the valence function to its rotated copy: after the best fit of such a factor, the largest misfit over the sampled points is 0.95 of the function's largest magnitude there.

The order of the levels can be understood by keeping the three shortest plane waves, with wavevectors $\mathbf K_j=C^j\mathbf K$, $j=0,1,2$. Measured from a centre $\mathbf d$, rotation carries wave $j$ into wave $j+1$, so an eigenfunction has coefficients
\begin{equation}
c_j=\frac{1}{\sqrt3}\,e^{2\pi i\ell_{\mathbf d}j/3}.
\end{equation}
A state with $\ell_{\mathbf d}=0$ has its three waves in phase at $\mathbf d$. Its density there is three times the cell average, and it vanishes at the other two kinds of centre, where the phases are $1$, $e^{2\pi i/3}$ and $e^{-2\pi i/3}$. In this approximation the valence level is thus concentrated at H, the conduction level at M and the third at X, and the three densities are displaced copies of one another. With all plane waves the first two levels keep their maxima at H and M, but the density of the third is no longer largest at X, where the strong core stands. Let a core of unit height cost an energy $\alpha$ at the density maximum and $\beta<\alpha$ at a zero. With core heights $B_M$ and $B_X$, the first-order energies satisfy
\begin{equation}
E_M-E_H=(\alpha-\beta)B_M,\qquad E_X-E_M=(\alpha-\beta)(B_X-B_M),
\end{equation}
where the subscript names the site of the maximum. The order H, M, X follows from $0<B_M<B_X$. The estimated ratio of the spacings is $14/6\approx2.3$, while the diagonalization gives $(4.702-1.759)/1.759\approx1.7$; the estimate explains the order but not the spacings in detail.

The same three waves give the optical element:
\begin{equation}
\langle c|p_+|v\rangle=\frac{\hbar|\mathbf K|}{3}\sum_{j=0}^{2}e^{2\pi ij(\ell_v-\ell_c+1)/3}
=\hbar|\mathbf K| \quad\text{for }\ell_c-\ell_v=1 ,
\end{equation}
up to the arbitrary phases of the states. Here $|\mathbf K|=13.090$ nm$^{-1}$, and the full calculation gives $|\langle c|p_+|v\rangle|=13.074\,\hbar/$nm, lower by 0.1\%. The element of $p_-$ vanishes to numerical precision, as do all 24 elements of $p_+$ among the lowest six levels that the rule forbids.

The statement that only label differences are physical fails once a probe singles out a site. At $\mathbf r=\mathbf d$ the eigenvalue equation reads $\psi(\mathbf d)=\lambda_{\mathbf d}\psi(\mathbf d)$, so a state with $\ell_{\mathbf d}\neq0$ vanishes on that axis. This is a physical property of the state, attached to a named site. It has a direct consequence for a defect potential $U_{\mathbf d}$ with threefold symmetry about $\mathbf d$. Without spin-orbit coupling, the partner at $-\mathbf K$ of a state $\psi$ at $\mathbf K$ is $\psi^*$, with eigenvalue $\lambda_{\mathbf d}^*$. Then
\begin{equation}
\langle\psi^*|U_{\mathbf d}|\psi\rangle=(\lambda_{\mathbf d}^*)^*\lambda_{\mathbf d}\,\langle\psi^*|U_{\mathbf d}|\psi\rangle
=\lambda_{\mathbf d}^2\,\langle\psi^*|U_{\mathbf d}|\psi\rangle .
\end{equation}
A nonzero element needs $\lambda_{\mathbf d}^2=1$; together with $\lambda_{\mathbf d}^3=1$ this means $\ell_{\mathbf d}=0$. The common factor now enters squared instead of cancelling. For a Gaussian defect of height 1 eV and width parameter 0.07 nm, with states normalized to one cell, the conduction element is 0.349 eV for a defect at M and zero at X and H. The valence element is 0.397 eV at H and zero at M and X. In a crystal of $N$ cells the elements are divided by $N$. Moving the defect changes the scattering; moving only the axis of description does not, provided that the transformation of the defect potential is worked out about the new axis as well.

The labels also require the wavevector to be K itself. At $\mathbf K+\mathbf q$ the $\mathbf k\cdot\mathbf p$ perturbation is
\begin{equation}
\frac{\hbar}{m_e}\mathbf q\cdot\mathbf p=\frac{\hbar}{2m_e}(q_-p_++q_+p_-),\qquad q_\pm=q_x\pm iq_y .
\end{equation}
One action of its $p_-$ part followed or preceded by the optical $p_-$ changes the label by $-2$, which equals $+1$ modulo 3. The forbidden transition therefore acquires an amplitude proportional to $q_+$, and its share of the absorption, $|p_-|^2/(|p_+|^2+|p_-|^2)$, grows as $q^2$ at small $q$. Doubling a small $q$ multiplied the computed share by 4.000. The model masses at K are $-0.242\,m_e$ and $0.395\,m_e$ for valence and conduction. The conduction level at K is only a local minimum of the model's band, which rises by only about 0.06 eV, or $2.4\,k_BT$ at 300 K, along the line from K to the midpoint of a zone edge and lies about 0.25 eV lower at the midpoint itself; the following estimate therefore concerns carriers within the K valley, not the equilibrium population of the model. With the heavier mass, a kinetic energy $k_BT=0.0259$ eV at 300 K corresponds to $q=0.518$ nm$^{-1}$, about 4\% of $|\mathbf K|$. There the wrong-helicity share, averaged over direction, is 1.9\%. A 1\% stretch along $x$, with the other dimension and the core shapes held fixed, breaks the threefold symmetry and gives a share of 0.007\% at the point $(2\mathbf b_1+\mathbf b_2)/3$ formed with the strained reciprocal vectors. This point no longer coincides exactly with the corner of the zone, nor with the band edges: the smallest direct gap lies about 0.09 nm$^{-1}$ away along $x$, and the share there is about 0.02\%, three times larger but still far below the thermal value.

In real MoS$_2$ the lattice constant is close to the value used, and the band edges at K are mainly metal states with $|m|=2$ (valence) and $m=0$ (conduction). The model reproduces the labels of such states but not their orbital form: its valence density is concentrated at H, not around the metal. The carrier masses are nearer to half the free-electron mass, so the model's valence mass is low. A spin-orbit term $\eta\,\sigma_z(\nabla V\times\mathbf p)_z/\hbar$, with $V$ the core potential and $\eta=2\times10^{-4}$ nm$^2$ an adjustable strength several thousand times the vacuum value $\hbar^2/4m_e^2c^2$, splits the model's valence and conduction levels by 0.082 and 0.169 eV and leaves their labels unchanged. In the real material the valence splitting is roughly 0.15 eV and the conduction splitting only a few meV, so the model's conduction value is far from typical. Real absorption also creates bound electron--hole pairs with a radius of roughly 1 nm, hence wavevectors near 1 nm$^{-1}$. For free pairs the quadratic law would raise the model's wrong-helicity share to about $1.9\%\times(1/0.518)^2\approx7\%$; direct evaluation at $q=1$ nm$^{-1}$ gives 6.4\% on average, between about 3\% and 10\% depending on direction. The size of this share depends on the model's band structure and is not a value for MoS$_2$. For a pair at rest with an isotropic envelope, however, the amplitude linear in $q_+$ averages to zero over direction. The measured polarization depends further on scattering after absorption, which is not treated here. The defect rule, in turn, assumes states at K, conserved spin and an undistorted threefold site; a defect that relaxes to lower symmetry is not bound by it. The computed values are collected in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
lattice constant a = 0.32 nm; |K| = 13.090 1/nm
core heights M, X = 6.0, 20.0 eV; width = 0.07 nm
plane waves used = 78; threefold centres per cell = 3
centre M: L = (0.000, 0.000) a; common factor = +1.0000 -0.0000 i; angle = -0.0 deg
centre X: L = (1.000, 0.000) a; common factor = -0.5000 +0.8660 i; angle = +120.0 deg
centre H: L = (2.000, 0.000) a; common factor = -0.5000 -0.8660 i; angle = -120.0 deg
levels at K: energy from lowest (eV); labels about M, X, H
  level 1:    0.000 eV; -1, +1, +0
  level 2:    1.759 eV; +0, -1, +1
  level 3:    4.702 eV; +1, +0, -1
  level 4:   21.716 eV; -1, +1, +0
  level 5:   21.752 eV; +0, -1, +1
  level 6:   22.679 eV; +1, +0, -1
valence eigenvalue: M -0.5000 +0.8660 i; X -0.5000 -0.8660 i; H +1.0000 -0.0000 i
conduction eigenvalue: M +1.0000 -0.0000 i; X -0.5000 +0.8660 i; H -0.5000 -0.8660 i
rotation about M-X bond midpoint: relative misfit = 0.95
Bloch sums at K: site, m; labels about M, X, H
  M, m=-2: +1, +0, -1
  M, m=-1: -1, +1, +0
  M, m=+0: +0, -1, +1
  M, m=+1: +1, +0, -1
  M, m=+2: -1, +1, +0
  X, m=-2: -1, +1, +0
  X, m=-1: +0, -1, +1
  X, m=+0: +1, +0, -1
  X, m=+1: -1, +1, +0
  X, m=+2: +0, -1, +1
|<c|p+|v>| = 13.074 hbar/nm; |<c|p-|v>| below 1e-8 hbar/nm: True
forbidden p+ elements checked among 6 levels = 24
defect height = 1.0 eV, width = 0.07 nm; intervalley element, one-cell norm:
  defect at M: valence 0.0000 eV, conduction 0.3491 eV
  defect at X: valence 0.0000 eV, conduction 0.0000 eV
  defect at H: valence 0.3973 eV, conduction 0.0000 eV
spin-orbit strength = 2.0e-04 nm^2; splitting valence, conduction = 0.082, 0.169 eV
effective mass valence, conduction = -0.242, 0.395 m_e
T = 300 K: kT = 0.0259 eV; thermal q = 0.518 1/nm
wrong-helicity share at thermal q = 1.94 %
growth of that share when small q is doubled = 4.000
wrong-helicity share at 1 % strain, q = 0: 0.0074 %
\end{verbatim}
